# Hyperfine levels of deuterium 2P3/2 from a spin-one Breit Hamiltonian, part 2

We seek the hyperfine levels of the 2P$_{3/2}$ state of deuterium without external fields, including the motion of the nucleus. Hartree atomic units are used: $\hbar$, the elementary charge, the electron mass and $4\pi\varepsilon_0$ are one, and the speed of light is $1/\alpha$.

The electron has charge $-1$, spin $\mathbf s$ and $g$-factor $g_e>0$. The deuteron has charge $Z=1$, spin $I=1$, mass $M$, quadrupole moment $Q$ and magnetic moment $\kappa\mathbf I$, where $\kappa=g_d/(2m_p)$ and $m_p$ is the proton mass. The vector $\mathbf r=r\mathbf n$ points from the nucleus to the electron, and $\mathbf p$ is the electron's momentum in the centre-of-mass frame. The angular momenta are $\mathbf L=\mathbf r\times\mathbf p$, $\mathbf J=\mathbf L+\mathbf s$ and $\mathbf F=\mathbf I+\mathbf J$.

The leading Hamiltonian is $H_0=p^2/(2m_r)-Z/r$, with reduced mass $m_r=M/(1+M)$. The fine-structure operator is

$$H_{Ls}=\frac{\alpha^2Z}{r^3}\left[\frac{g_e-1}{2}+\frac{g_e}{2M}\right]\mathbf L\cdot\mathbf s . \tag{10}$$

The hyperfine interaction outside the nucleus is

$$H_{\rm hfs}=\frac{\alpha^2\kappa}{r^3}\left(\rho\mathbf L+\frac{g_e}{2}\mathbf T\right)\cdot\mathbf I-\frac{Q}{2r^3}\left[3(\mathbf I\cdot\mathbf n)^2-2\right], \tag{13}$$

with $\mathbf T=3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s$ and $\rho=1+1/M-1/(2\kappa M^2)$. Its last term is the quadrupole energy $H_Q$. The spin-dependent Hamiltonian is $H_{Ls}+H_{\rm hfs}$.

Within $J=3/2$, symmetry requires the hyperfine interaction to have the form

$$H_{\rm eff}=A\,X+\frac B2\left(X^2+\frac X2-\frac52\right), \tag{1}$$

where $X=\mathbf I\cdot\mathbf J$. The levels, measured from the centroid of the 12 states, are

$$E_{5/2}=\tfrac32A+\tfrac14B,\qquad E_{3/2}=-A-B,\qquad E_{1/2}=-\tfrac52A+\tfrac54B . \tag{2}$$

The constants $A$ and $B$ remain to be found.

### 9. The radial average

Every term in (13) contains $r^{-3}$. The reduced radial function of the 2P state is $u=r^2e^{-m_rr/2}$, apart from normalization. To verify this, differentiate twice:

$$u''=\left(2-2m_rr+\tfrac14m_r^2r^2\right)e^{-m_rr/2}.$$

The radial Hamiltonian acting on $u$ gives

$$-\frac{u''}{2m_r}+\frac{u}{m_rr^2}-\frac ur=\left(-\frac1{m_r}+r-\frac{m_rr^2}{8}+\frac1{m_r}-r\right)e^{-m_rr/2}=-\frac{m_r}{8}\,u ,$$

so $u$ is an eigenfunction with energy $-m_r/8$. The average follows from two elementary integrals:

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-m_rr}dr}{\int_0^\infty r^4e^{-m_rr}dr}=\frac{1/m_r^2}{24/m_r^5}=\frac{m_r^3}{24}. \tag{14}$$

A lighter nucleus makes the atom larger, and the hyperfine interaction falls with the cube of its size. It is convenient to define the magnetic energy scale

$$C=\alpha^2\kappa\langle r^{-3}\rangle .$$

### 10. The magnetic constant

Within the states of fixed $J$, any vector operator $\mathbf V$ is proportional to $\mathbf J$, by the Wigner–Eckart theorem. Writing $\mathbf V=\lambda\mathbf J$ and multiplying by $\mathbf J$ on the right gives $\lambda=\langle\mathbf V\cdot\mathbf J\rangle/[J(J+1)]$. This is legitimate because $\mathbf J$ does not lead out of the manifold.

For the orbital part, square $\mathbf s=\mathbf J-\mathbf L$:

$$\mathbf L\cdot\mathbf J=\tfrac12\left(J^2+L^2-s^2\right)=\tfrac12\left(\tfrac{15}{4}+2-\tfrac34\right)=\tfrac52 .$$

Division by $J(J+1)=15/4$ gives $\mathbf L\to\tfrac23\mathbf J$.

For the spin part, note that $\mathbf n\cdot\mathbf L=\mathbf n\cdot(\mathbf r\times\mathbf p)=0$, so $\mathbf n\cdot\mathbf J=\mathbf n\cdot\mathbf s$. The scalar $\mathbf n\cdot\mathbf s$ commutes with $\mathbf J$, and for spin one-half its square is $1/4$. Also $\mathbf s\cdot\mathbf J=\tfrac12(J^2+s^2-L^2)=\tfrac54$. Therefore

$$\mathbf T\cdot\mathbf J=3(\mathbf n\cdot\mathbf s)^2-\mathbf s\cdot\mathbf J=\tfrac34-\tfrac54=-\tfrac12,$$

and $\mathbf T\to-\tfrac2{15}\mathbf J$. Inserting both projections in (13),

$$A=C\left(\frac{2\rho}{3}-\frac{g_e}{15}\right). \tag{15}$$

The orbital current alone would give $2\rho C/3$, about a quarter more than $A$. The electron spin reduces it, because the dipole field averaged over this orbital distribution acts against the orbital field. In the limit $\rho=1$, $g_e=2$, the bracket is $8/15$.

### 11. The quadrupole constant

Since $I^2=2$, the quadrupole operator can be written as

$$3(\mathbf I\cdot\mathbf n)^2-2=\sum_{ab}(3n_an_b-\delta_{ab})I_aI_b .$$

Within $J=3/2$, the electronic tensor must be proportional to the symmetric traceless tensor built from $\mathbf J$:

$$3n_an_b-\delta_{ab}\to\lambda_2\left[\tfrac32(J_aJ_b+J_bJ_a)-\tfrac{15}{4}\delta_{ab}\right].$$

The factor is found from the $zz$ component in the state $M_J=3/2$. This state has $m_l=1$ and an angular density proportional to $\sin^2\theta$. With $x=\cos\theta$,

$$\langle\cos^2\theta\rangle=\tfrac34\int_{-1}^{1}(1-x^2)x^2dx=\tfrac34\left(\tfrac23-\tfrac25\right)=\tfrac15,$$

so $\langle3\cos^2\theta-1\rangle=-2/5$. The bracket on the right is $3\cdot\tfrac94-\tfrac{15}{4}=3$. Hence $\lambda_2=-2/15$.

The contraction with $I_aI_b$ needs care with the order of factors. One product is $\sum_{ab}J_aJ_bI_aI_b=X^2$. In the other, replace $I_aI_b$ by $I_bI_a+i\sum_c\epsilon_{abc}I_c$. The first part again gives $X^2$. The second gives

$$i\sum_{abc}\epsilon_{abc}J_bJ_aI_c=-i(\mathbf J\times\mathbf J)\cdot\mathbf I=-i(i\mathbf J)\cdot\mathbf I=X .$$

The full contraction is therefore $\tfrac32(2X^2+X)-\tfrac{15}{2}=3(X^2+\tfrac12X-\tfrac52)$. With the prefactor $-Q\langle r^{-3}\rangle/2$ and $\lambda_2=-2/15$,

$$H_Q\to\frac{Q\langle r^{-3}\rangle}{5}\left(X^2+\frac X2-\frac52\right).$$

Comparison with (1) gives

$$B=\frac25\,Q\langle r^{-3}\rangle . \tag{16}$$

The sign has a direct meaning. In the stretched state $F=5/2$, $M_F=5/2$, the electron density lies mainly near the equatorial plane while an elongated nucleus points along $z$. Its positive charge is turned away from the electron, and the energy rises by $B/4$.

Equations (2), (15) and (16) give the first-order levels. They were tested by diagonalizing the hyperfine operators projected on $J=3/2$, with the angular matrices computed by numerical integration.

### 12. Mixing with 2P$_{1/2}$

The hyperfine interaction also connects $J=3/2$ with $J=1/2$. It conserves $F$, and $J=1/2$ with $I=1$ gives only $F=3/2$ and $F=1/2$. The level $F=5/2$ has no partner in 2P$_{1/2}$ and is not shifted by this mixing.

From $\mathbf L\cdot\mathbf s=\tfrac12(J^2-L^2-s^2)$, the fine-structure operator (10) has $\mathbf L\cdot\mathbf s=1/2$ for $J=3/2$ and $-1$ for $J=1/2$. The interval is

$$\Delta=\frac32\,\alpha^2\langle r^{-3}\rangle\left[\frac{g_e-1}{2}+\frac{g_e}{2M}\right]. \tag{17}$$

Let $\mathbf N=\rho\mathbf L+(g_e/2)\mathbf T$, and denote orbital projection and electron spin by $|m_l,\uparrow\rangle$ or $|m_l,\downarrow\rangle$. Lowering $|1,\uparrow\rangle$ gives the first state below, and orthogonality gives the second:

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}|0,\uparrow\rangle+\sqrt{\tfrac13}|1,\downarrow\rangle,\qquad |\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}|1,\downarrow\rangle-\sqrt{\tfrac13}|0,\uparrow\rangle .$$

The element of $L_z$ between them comes from $|1,\downarrow\rangle$ and equals $\sqrt2/3$.

For $T_z$, the density of $m_l=0$ has $\langle\cos^2\theta\rangle=3/5$. The diagonal elements of $T_z$ are then $\tfrac12\cdot\tfrac45=\tfrac25$ in $|0,\uparrow\rangle$ and $(-\tfrac12)(-\tfrac25)=\tfrac15$ in $|1,\downarrow\rangle$. The spin-flip part of $T_z$ is $\tfrac32n_z(n_-s_++n_+s_-)$, with $n_\pm=n_x\pm in_y$. From the spherical harmonics,

$$\langle0|n_zn_-|1\rangle=-\frac{3}{4\pi\sqrt2}\int\cos^2\theta\sin^2\theta\,d\Omega=-\frac{3}{4\pi\sqrt2}\cdot\frac{8\pi}{15}=-\frac{\sqrt2}{5},$$

so the off-diagonal element is $-3\sqrt2/10$. Combining the amplitudes,

$$\langle\tfrac32,\tfrac12|T_z|\tfrac12,\tfrac12\rangle=-\frac{\sqrt2}{3}\cdot\frac25+\frac{\sqrt2}{3}\cdot\frac15+\left(\frac23-\frac13\right)\left(-\frac{3\sqrt2}{10}\right)=-\frac{\sqrt2}{6}.$$

The magnetic element is therefore

$$\tau=C\langle\tfrac32,\tfrac12|N_z|\tfrac12,\tfrac12\rangle=\sqrt2\,C\left(\frac\rho3-\frac{g_e}{12}\right). \tag{18}$$

The element of $N_+=N_x+iN_y$ follows from $[J_+,N_z]=-N_+$. Since $J_+|\tfrac12,\tfrac12\rangle=0$ and $\langle\tfrac32,\tfrac32|J_+=\sqrt3\langle\tfrac32,\tfrac12|$, it satisfies $C\langle\tfrac32,\tfrac32|N_+|\tfrac12,\tfrac12\rangle=-\sqrt3\,\tau$.

For $F=M_F=3/2$, the lower state is $|\tfrac12,\tfrac12\rangle|M_I=1\rangle$. The upper state must be orthogonal to the $F=5/2$ state obtained by lowering the stretched one:

$$\sqrt{\tfrac35}\,|\tfrac32,\tfrac32\rangle|0\rangle-\sqrt{\tfrac25}\,|\tfrac32,\tfrac12\rangle|1\rangle .$$

Use $\mathbf N\cdot\mathbf I=N_zI_z+\tfrac12(N_+I_-+N_-I_+)$ and $\langle0|I_-|1\rangle=\sqrt2$. The coupling is

$$V_{3/2}=\sqrt{\tfrac35}\cdot\frac{\sqrt2}{2}(-\sqrt3\,\tau)-\sqrt{\tfrac25}\,\tau=-\frac{3+2}{\sqrt{10}}\,\tau=-\sqrt{\tfrac52}\,\tau .$$

The coupling for $F=1/2$ follows from the sum of all squared elements between the two manifolds. The nuclear trace is $\mathrm{Tr}(I_aI_b)=2\delta_{ab}$. The three directions contribute equally, and for $N_z$ the projections $\pm1/2$ each contribute $\tau^2$ after multiplication by $C^2$. The sum is $2\cdot3\cdot2\tau^2=12\tau^2$. Grouped by $F$ it is $4V_{3/2}^2+2V_{1/2}^2$, so $V_{1/2}^2=\tau^2$.

Second-order perturbation theory raises the upper levels by

$$\delta E_{3/2}=\frac{5\tau^2}{2\Delta},\qquad \delta E_{1/2}=\frac{\tau^2}{\Delta}. \tag{19}$$

The hyperfine energies in the denominator are neglected here. For the magnetic interaction alone, diagonalization of all 18 states confirmed (19) to within three parts in a thousand, apart from a rounding allowance of $10^{-5}$ kHz.

### 13. Numbers for deuterium

The inputs are $\alpha=0.007297353$, $M=3670.4830$, $m_p=1836.1527$, $g_e=2.00231930$ and $g_d=0.8574382$. The quadrupole moment is assigned the rough measured size $Q=0.29$ fm$^2$. Energies are given in kHz, because the splittings are very small in hartree.

The moment constant is

$$\kappa=\frac{0.8574382}{2\times1836.1527}=2.334877\times10^{-4}.$$

The reduced mass $0.99972763$ gives $\langle r^{-3}\rangle=0.04163263$ bohr$^{-3}$. The product $\alpha^2\kappa\langle r^{-3}\rangle$ corresponds to $C=3405.9$ kHz, and $\rho=1.00011349$. Equation (15) becomes

$$A=3405.9\left(\frac{2\times1.00011349}{3}-\frac{2.00231930}{15}\right)\text{ kHz}=1816.2\text{ kHz}.$$

For a fixed nucleus and $g_e=2$, with the same $\kappa$, the value is 1817.97 kHz. The reduced mass changes it by $-1.49$ kHz, the factor $\rho$ by $+0.26$ kHz, and the excess of $g_e$ over two by $-0.53$ kHz. The larger size of the atom thus outweighs the direct effect of nuclear motion on the magnetic coupling.

Equation (16) gives $B=11.3$ kHz. The first-order levels are then

$$\begin{aligned}
E_{5/2}&=2724.3+2.8=2727.2\text{ kHz},\\
E_{3/2}&=-1816.2-11.3=-1827.6\text{ kHz},\\
E_{1/2}&=-4540.5+14.2=-4526.4\text{ kHz},
\end{aligned}$$

with sums rounded after addition. For the mixing, $\Delta=1.0972\times10^7$ kHz and $\tau=802.0$ kHz. Equation (19) gives shifts of 0.147 kHz for $F=3/2$ and 0.059 kHz for $F=1/2$.

Diagonalization of the spin-dependent Hamiltonian in the 2P shell gives the final levels, relative to the unmixed 2P$_{3/2}$ centroid:

- $F=5/2$: $2727.2$ kHz, or $4.145\times10^{-10}$ hartree
- $F=3/2$: $-1827.4$ kHz, or $-2.777\times10^{-10}$ hartree
- $F=1/2$: $-4526.3$ kHz, or $-6.879\times10^{-10}$ hartree

The intervals are 4554.6 kHz and 2698.9 kHz. Their ratio is 1.688. A purely magnetic first-order interaction would give $(5A/2)/(3A/2)=5/3$, so the departure from this ratio shows the quadrupole moment.

### 14. Reading the quadrupole constant from the intervals

Let $d_1=E_{5/2}-E_{3/2}$ and $d_2=E_{3/2}-E_{1/2}$. From (2),

$$d_1=\tfrac52A+\tfrac54B,\qquad d_2=\tfrac32A-\tfrac94B .$$

The combination $3d_1-5d_2$ removes $A$ and equals $(\tfrac{15}{4}+\tfrac{45}{4})B=15B$. Hence

$$B=\frac{3d_1-5d_2}{15}. \tag{20}$$

If this first-order formula is applied to mixed levels, the result is biased. By (19), $d_1$ changes by $-5\tau^2/(2\Delta)$ and $d_2$ by $+3\tau^2/(2\Delta)$. The apparent constant therefore changes by

$$\frac1{15}\left(-\frac{15}{2}-\frac{15}{2}\right)\frac{\tau^2}{\Delta}=-\frac{\tau^2}{\Delta}=-0.059\text{ kHz}.$$

The diagonalized levels give $-0.060$ kHz, about half a per cent of $B$. The small remainder appears when the quadrupole operator takes part in the mixing. A magnetic second-order effect can thus resemble a quadrupole moment, because two actions of $\mathbf I$ contain a tensor of rank two.

### 15. Accuracy and limits

The value of $Q$ has two figures, so $B$ is uncertain by one or two per cent, or about 0.2 kHz. Other hyperfine corrections of relative order $\alpha^2$ are omitted. Their scale, $\alpha^2A$, is 0.1 kHz; this is an estimate and not a bound. Those linear in $\mathbf I$ change $A$ but cancel from (20), since they have rank one in the nuclear spin. Nuclear size and polarizability are also left out. The rounding of $Q$ alone can move the levels by up to about 0.25 kHz and the intervals by up to about 0.44 kHz. The one decimal given above therefore shows the result for the adopted inputs and is not a statement of accuracy.

The real energies found here are centres of levels that decay by emitting light. The dipole decay rate, $\tfrac43\alpha^3\omega^3|d|^2$ with $\omega\approx3/8$ and a transition dipole $d$ of order one, is of order $10^{-8}$ hartree. The whole hyperfine splitting is $1.1\times10^{-9}$ hartree. The levels overlap within their natural width, and a spectrum must be described by their combined line shape.

The form (1) also requires the absence of external fields. A magnetic field mixes different $F$, and does so strongly once its coupling to the electron is comparable with $A$. With $g_J\approx4/3$ the energy $g_J\mu_BB_{\rm ext}$ equals $A$ at about 1 gauss, roughly twice the Earth's field. At 0.5 gauss the two lowest states already have $\langle F^2\rangle\approx0.88$ and $0.98$ instead of $3/4$, while at 0.05 gauss they keep $0.75$ to two decimals. Unless the field is well below a gauss, the full Hamiltonian with the field included must be diagonalized. The numerical output lists the inputs, constants and levels of Section 13.

## Calculated quantities

```
fine-structure constant alpha = 0.007297353
deuteron mass M = 3670.4830 electron masses
proton mass m_p = 1836.1527 electron masses
electron g_e = 2.00231930
deuteron g_d = 0.8574382
adopted Q = 0.29 fm^2
Q in atomic units = 1.036e-10 bohr^2
kappa = 2.334877e-04 a.u.
reduced mass m_r = 0.99972763 electron masses
<r^-3> for 2P = 0.04163263 bohr^-3
moving-nucleus factor rho = 1.00011349
grid / formula <r^-3>, test mass 0.8: 1.0000062
C = 3405.913 kHz
A, fixed nucleus, g_e = 2: 1817.972 kHz
change of A from reduced mass: -1.485 kHz
change of A from rho: 0.258 kHz
change of A from g_e - 2: -0.527 kHz
A = 1816.218 kHz
B = 11.347 kHz
fine-structure interval Delta = 10971682 kHz
mixing element tau = 802.03 kHz
F=5/2 first-order level = 2727.164 kHz
F=5/2 mixing shift, formula = 0.0000 kHz
F=5/2 full level = 2727.164 kHz
F=5/2 full level = 4.14483e-10 hartree
F=3/2 first-order level = -1827.566 kHz
F=3/2 mixing shift, formula = 0.1466 kHz
F=3/2 full level = -1827.417 kHz
F=3/2 full level = -2.77736e-10 hartree
F=1/2 first-order level = -4526.361 kHz
F=1/2 mixing shift, formula = 0.0586 kHz
F=1/2 full level = -4526.306 kHz
F=1/2 full level = -6.87921e-10 hartree
interval 5/2 - 3/2, full = 4554.582 kHz
interval 3/2 - 1/2, full = 2698.888 kHz
apparent B from full intervals = 11.287 kHz
apparent B minus B = -0.0604 kHz
scale of omitted terms alpha^2*A = 0.097 kHz
```
